**Seam minimum and branching vectors of a linear B3u/B2u vibronic model**

The program tests the closed formula for the lowest intersection point, \(Q_c=0\), \(Q_i=-(\sigma_i+\mu\delta_i)/\omega_i\). Here \(Q_i\) and \(Q_c\) are the dimensionless tuning and coupling coordinates, \(\omega_i\) are the tuning frequencies, \(\sigma_i\) and \(\delta_i\) are the mean and half-difference of the two states' linear slopes, and \(\mu\) is the seam multiplier. It reduces the atomic displacements of pyrazine in \(D_{2h}\) and asserts that there are five \(a_g\) vibrations and one \(b_{1g}\) vibration. It compares the seam formula with a constrained numerical search, and obtains the branching vectors independently from the energy gap. It also asserts the slopes of the upper surface, samples that surface to test its global minimum, and follows the sign of the lower state around closed loops. The output shows a sloped intersection for \(E_2=4.80\) eV and a peaked one for \(E_2=4.40\) eV, where \(E_2\) is the \(B_{2u}\) energy at the reference geometry. The model parameters are round illustrative values, not data for pyrazine.

## Program and output

```python
"""
Result under test: the two-state linear vibronic model of pyrazine (B3u, B2u).
W = sum(w Q^2)/2 * 1 + [[E1 + k1.Q, lam*Qc], [lam*Qc, E2 + k2.Q]]
Q: dimensionless ag tuning coordinates; Qc: dimensionless b1g coordinate.
sigma = (k1+k2)/2, delta = (k2-k1)/2, D = sum(delta^2/w),
F = (E2-E1)/2 - sum(delta*sigma/w), mu = F/D.
Claim: the lowest seam point has Qc = 0, Q = -(sigma + mu*delta)/w and energy
(E1+E2)/2 - sum(sigma^2/w)/2 + F^2/(2D).  Its branching vectors are delta
(ag space) and lam (b1g axis).  It is peaked for |mu| < 1, sloped for |mu| > 1.
Axes: x is normal to the ring, z passes through the nitrogen atoms.
Model parameters are round illustrative values in eV, not data for pyrazine.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import minimize

# ---------- symmetry of the vibrations and of the coupling ----------
operations = np.array(list(itertools.product([1, -1], repeat=3)))
sx, sy, sz = operations.T
characters = {"ag": np.ones(8, int), "b1g": sx * sy, "b2g": sx * sz,
              "b3g": sy * sz, "au": sx * sy * sz,
              "b1u": sz, "b2u": sy, "b3u": sx}

# Schematic D2h geometry: only the arrangement of the atoms matters.
atoms = [("N", 0.0, 0.0, s * 1.4) for s in (1, -1)]
for element, y, z in (("C", 1.1, 0.7), ("H", 2.0, 1.3)):
    atoms += [(element, 0.0, a * y, b * z) for a in (1, -1) for b in (1, -1)]
elements = [a[0] for a in atoms]
positions = np.array([a[1:] for a in atoms])
n_atoms = len(atoms)

displacement_matrices = []
for op in operations:
    matrix = np.zeros((3 * n_atoms, 3 * n_atoms))
    for i in range(n_atoms):
        distances = np.linalg.norm(positions - op * positions[i], axis=1)
        j = int(np.argmin(distances))
        assert distances[j] < 1e-12 and elements[i] == elements[j]
        matrix[3*j:3*j+3, 3*i:3*i+3] = np.diag(op)
    displacement_matrices.append(matrix)

total_character = np.array([np.trace(m) for m in displacement_matrices])
translation = operations.sum(axis=1)
rotation = operations.prod(axis=1) * translation
vibration_character = total_character - translation - rotation
mode_counts = {name: int(round(float(chi @ vibration_character) / 8))
               for name, chi in characters.items()}
assert sum(mode_counts.values()) == 3 * n_atoms - 6
assert mode_counts["ag"] == 5 and mode_counts["b1g"] == 1

chi_1, chi_2 = characters["b3u"], characters["b2u"]
coupling_irreps = [n for n, c in characters.items() if np.sum(chi_1*chi_2*c) == 8]
tuning_irreps = [n for n, c in characters.items()
                 if np.sum(chi_1*chi_1*c) == 8 and np.sum(chi_2*chi_2*c) == 8]
assert coupling_irreps == ["b1g"] and tuning_irreps == ["ag"]

# Shape of the b1g vibration: project, then remove rotation about z.
projector = sum(c * m for c, m in zip(characters["b1g"], displacement_matrices)) / 8
values, vectors = np.linalg.eigh(projector)
b1g_space = vectors[:, values > 0.5]
assert b1g_space.shape[1] == 2
mass_number = {"H": 1.0, "C": 12.0, "N": 14.0}
masses = np.repeat([mass_number[e] for e in elements], 3)
rotation_z = np.cross([0.0, 0.0, 1.0], positions).ravel()
a, b = (masses * rotation_z) @ b1g_space
b1g_mode = (b1g_space @ np.array([-b, a])).reshape(n_atoms, 3)
b1g_mode /= np.abs(b1g_mode).max()
assert np.abs(b1g_mode[:, 1:]).max() < 1e-12
assert np.abs(b1g_mode[:2]).max() < 1e-12
assert np.all(b1g_mode[2:6, 0] * b1g_mode[6:10, 0] < 0)

# ---------- vibronic model ----------
w = np.array([0.08, 0.12, 0.16])
k1 = np.array([-0.10, -0.05, 0.10])
k2 = np.array([0.12, -0.20, 0.04])
w_c, lam, E1 = 0.10, 0.20, 4.0
E2_cases = (4.8, 4.4)
all_w = np.append(w, w_c)
sigma, delta = (k1 + k2) / 2, (k2 - k1) / 2


def diabatic_matrix(q, E2):
    q = np.asarray(q, float)
    harmonic = 0.5 * np.sum(all_w * q**2, axis=-1)
    w11 = harmonic + E1 + q[..., :3] @ k1
    w22 = harmonic + E2 + q[..., :3] @ k2
    w12 = lam * q[..., 3]
    return np.stack([np.stack([w11, w12], -1), np.stack([w12, w22], -1)], -2)


def energies(q, E2):
    return np.linalg.eigvalsh(diabatic_matrix(q, E2))


def seam_minimum(E2):
    D = np.sum(delta**2 / w)
    F = (E2 - E1) / 2 - np.sum(delta * sigma / w)
    mu = F / D
    q = np.append(-(sigma + mu * delta) / w, 0.0)
    energy = (E1 + E2) / 2 - np.sum(sigma**2 / w) / 2 + F**2 / (2 * D)
    return D, F, mu, q, energy


rng = np.random.default_rng(7)
test_q = rng.normal(size=4)
for c1, c2, cb in zip(chi_1, chi_2, characters["b1g"]):
    S = np.diag([c1, c2])
    image = test_q * np.array([1, 1, 1, cb])
    assert np.allclose(S @ diabatic_matrix(test_q, 4.8) @ S,
                       diabatic_matrix(image, 4.8), atol=1e-13)


def half_gap_form(q0, E2, scale):
    """Quadratic form of (gap/2)^2 from eigenvalues, by polarization."""
    def f(v):
        e = energies(q0 + scale * v, E2)
        return ((e[1] - e[0]) / 2)**2
    unit = np.eye(4)
    return np.array([[(f(u + v) - f(u - v)) / 4 for v in unit] for u in unit])


def transport_sign(center, radius, e1, e2, E2):
    angles = np.linspace(0, 2 * np.pi, 400, endpoint=False)
    states = [np.linalg.eigh(diabatic_matrix(
        center + radius * (np.cos(t) * e1 + np.sin(t) * e2), E2))[1][:, 0]
        for t in angles]
    overlaps = [states[i] @ states[(i + 1) % 400] for i in range(400)]
    assert min(abs(o) for o in overlaps) > 0.99
    return int(np.prod(np.sign(overlaps)))


g_vector = np.append(delta, 0.0)
h_vector = np.array([0.0, 0.0, 0.0, lam])
g_norm = np.linalg.norm(g_vector)
g_unit, h_unit = g_vector / g_norm, h_vector / lam
results = []

for E2 in E2_cases:
    D, F, mu, q_x, e_x = seam_minimum(E2)
    levels = energies(q_x, E2)
    assert np.allclose(levels, e_x, atol=1e-12)

    # Constrained search, using diagonalized energies as the objective.
    constraints = [
        {"type": "eq", "fun": lambda q, e=E2: diabatic_matrix(q, e)[1, 1]
         - diabatic_matrix(q, e)[0, 0]},
        {"type": "eq", "fun": lambda q, e=E2: diabatic_matrix(q, e)[0, 1]}]
    search = minimize(lambda q: energies(q, E2).mean(), np.array([0.5, 0.5, 0.5, 0.5]),
                      method="SLSQP", constraints=constraints,
                      options={"ftol": 1e-13, "maxiter": 500})
    assert np.allclose(search.x, q_x, atol=1e-3)
    assert abs(search.fun - e_x) < 1e-6

    # Minima of both diabatic surfaces and the climbs to the seam.
    minima = []
    for state, sign in ((0, -1), (1, 1)):
        found = minimize(lambda q: diabatic_matrix(q, E2)[state, state],
                         np.zeros(4), method="BFGS", options={"gtol": 1e-7})
        line_point = np.append(-(sigma + sign * delta) / w, 0.0)
        assert np.allclose(found.x, line_point, atol=1e-4)
        assert abs(e_x - found.fun - D * (mu - sign)**2 / 2) < 1e-7
        minima.append((line_point, found.fun))

    # Branching space from the gap alone.
    form = half_gap_form(q_x, E2, np.ones(4))
    form_values, form_vectors = np.linalg.eigh(form)
    assert np.abs(form_values[:2]).max() < 1e-11
    assert np.allclose(form_values[2:], [g_norm**2, lam**2], atol=1e-11)
    assert abs(abs(form_vectors[:, 2] @ g_unit) - 1) < 1e-9
    assert abs(abs(form_vectors[:, 3] @ h_unit) - 1) < 1e-9

    # One-sided slopes of the upper surface.
    step = 1e-5
    def upper_slope(direction):
        return (energies(q_x + step * direction, E2)[1] - e_x) / step
    slope_plus, slope_minus = upper_slope(g_unit), upper_slope(-g_unit)
    slope_h = upper_slope(h_unit)
    assert abs(slope_plus - g_norm * (1 - mu)) < 1e-5
    assert abs(slope_minus - g_norm * (1 + mu)) < 1e-5
    assert abs(slope_h - lam) < 1e-5
    for tangent in form_vectors[:, :2].T:
        assert abs(upper_slope(tangent)) < 1e-5

    # Global minimum of the upper surface, sampled over many length scales.
    peaked = abs(mu) < 1
    assert peaked or mu > 1
    lowest_q = q_x if peaked else minima[1][0]
    lowest_e = energies(lowest_q, E2)[1]
    directions = rng.normal(size=(40000, 4))
    lengths = 10**rng.uniform(-4, 1, size=(40000, 1))
    sampled = energies(lowest_q + lengths * directions, E2)[:, 1]
    assert sampled.min() > lowest_e - 1e-12
    if not peaked:
        assert lowest_e < e_x - 1e-3

    sign_inside = transport_sign(q_x, 0.1, g_unit, h_unit, E2)
    sign_outside = transport_sign(q_x + 0.3 * g_unit, 0.1, g_unit, h_unit, E2)
    assert sign_inside == -1 and sign_outside == 1
    results.append((E2, D, F, mu, q_x, e_x, minima, slope_plus, slope_minus,
                    slope_h, peaked, lowest_e, sign_inside, sign_outside))

# Rotation of the degenerate pair: finite-difference derivative matrices.
E2 = E2_cases[0]
q_x = results[0][4]
derivatives = np.array([(diabatic_matrix(q_x + 1e-3 * u, E2)
                         - diabatic_matrix(q_x - 1e-3 * u, E2)) / 2e-3
                        for u in np.eye(4)])
theta = 0.37
U = np.array([[np.cos(theta), -np.sin(theta)], [np.sin(theta), np.cos(theta)]])
rotated = np.array([U.T @ m @ U for m in derivatives])
g_rotated = (rotated[:, 1, 1] - rotated[:, 0, 0]) / 2
h_rotated = rotated[:, 0, 1]
assert np.allclose(g_rotated, np.cos(2*theta)*g_vector - np.sin(2*theta)*h_vector, atol=1e-10)
assert np.allclose(h_rotated, np.sin(2*theta)*g_vector + np.cos(2*theta)*h_vector, atol=1e-10)

# Mass-weighted coordinates are Q/sqrt(w) when hbar = 1.
mass_form = half_gap_form(q_x, E2, np.sqrt(all_w))
mass_values, mass_vectors = np.linalg.eigh(mass_form)
mass_g = g_vector * np.sqrt(all_w)
mass_g /= np.linalg.norm(mass_g)
assert np.abs(mass_values[:2]).max() < 1e-11
assert abs(abs(mass_vectors[:, 2] @ mass_g) - 1) < 1e-9
back = np.sqrt(all_w) * mass_g
back /= np.linalg.norm(back)
metric_angle = np.degrees(np.arccos(np.clip(back @ g_unit, -1, 1)))
assert metric_angle > 1.0
for tangent in mass_vectors[:, :2].T:
    assert abs((np.sqrt(all_w) * tangent) @ g_vector) < 1e-9


def show(vector, digits=4):
    return " ".join(f"{x + 0.0:.{digits}f}" for x in vector)


print("Vibrations per irrep:", " ".join(f"{n}:{c}" for n, c in mode_counts.items()))
print("Linear tuning irrep:", tuning_irreps[0], "; coupling irrep:", coupling_irreps[0])
print("Tuning frequencies w (eV):", show(w, 2))
print("State-1 slopes k1 (eV):", show(k1, 2))
print("State-2 slopes k2 (eV):", show(k2, 2))
print(f"Coupling frequency, lambda (eV): {w_c:.2f} {lam:.2f}")
print(f"E1 (eV): {E1:.2f}")
print("sigma (eV):", show(sigma, 3))
print("delta (eV):", show(delta, 3))
print(f"sum delta*sigma/w (eV): {np.sum(delta*sigma/w):.5f}")
print(f"sum sigma^2/(2w) (eV): {np.sum(sigma**2/w)/2:.5f}")
print(f"D (eV): {results[0][1]:.5f}")
print("State-1 minimum, Q (dimensionless):", show(results[0][6][0][0][:3]))
print("State-2 minimum, Q (dimensionless):", show(results[0][6][1][0][:3]))
to_wavenumber = constants.e / (constants.h * constants.c * 100)
for (E2, D, F, mu, q_x, e_x, minima, sp, sm, sh, peaked, low, si, so) in results:
    print(f"--- case E2 = {E2:.2f} eV ---")
    print(f"F (eV): {F:.5f} ; mu (dimensionless): {mu:.4f}")
    print("Seam minimum Q1 Q2 Q3 Qc (dimensionless):", show(q_x))
    print(f"Seam minimum energy (eV): {e_x:.4f}")
    print(f"Diabatic minima 1, 2 (eV): {minima[0][1]:.4f} {minima[1][1]:.4f}")
    print(f"Climb from minimum 1 (eV): {e_x-minima[0][1]:.4f}")
    climb = e_x - minima[1][1]
    print(f"Climb from minimum 2: {climb:.4f} eV = {climb*to_wavenumber:.0f} cm^-1")
    print(f"Upper slopes along +g, -g, h (eV): {sp:.4f} {sm:.4f} {sh:.4f}")
    print("Cone type:", "peaked" if peaked else "sloped")
    print(f"Upper-surface global minimum (eV): {low:.4f}")
    print(f"State sign after loop, enclosing / not enclosing: {si:+d} / {so:+d}")
print(f"Branching lengths |g|, |h| (eV): {g_norm:.4f} {lam:.4f}")
print("Unit g in Q1 Q2 Q3 Qc:", show(g_unit))
print("Unit h in Q1 Q2 Q3 Qc:", show(h_unit))
print("Unit g, mass-weighted components:", show(mass_g))
print("Same direction expressed in Q:", show(back))
print(f"Angle between the two g directions in Q (degrees): {metric_angle:.2f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Vibrations per irrep: ag:5 b1g:1 b2g:2 b3g:4 au:2 b1u:4 b2u:4 b3u:2
Linear tuning irrep: ag ; coupling irrep: b1g
Tuning frequencies w (eV): 0.08 0.12 0.16
State-1 slopes k1 (eV): -0.10 -0.05 0.10
State-2 slopes k2 (eV): 0.12 -0.20 0.04
Coupling frequency, lambda (eV): 0.10 0.20
E1 (eV): 4.00
sigma (eV): 0.010 -0.125 0.070
delta (eV): 0.110 -0.075 -0.030
sum delta*sigma/w (eV): 0.07875
sum sigma^2/(2w) (eV): 0.08104
D (eV): 0.20375
State-1 minimum, Q (dimensionless): 1.2500 0.4167 -0.6250
State-2 minimum, Q (dimensionless): -1.5000 1.6667 -0.2500
--- case E2 = 4.80 eV ---
F (eV): 0.32125 ; mu (dimensionless): 1.5767
Seam minimum Q1 Q2 Q3 Qc (dimensionless): -2.2929 2.0271 -0.1419 0.0000
Seam minimum energy (eV): 4.5722
Diabatic minima 1, 2 (eV): 3.8958 4.5383
Climb from minimum 1 (eV): 0.6764
Climb from minimum 2: 0.0339 eV = 273 cm^-1
Upper slopes along +g, -g, h (eV): -0.0787 0.3516 0.2000
Cone type: sloped
Upper-surface global minimum (eV): 4.5383
State sign after loop, enclosing / not enclosing: -1 / +1
--- case E2 = 4.40 eV ---
F (eV): 0.12125 ; mu (dimensionless): 0.5951
Seam minimum Q1 Q2 Q3 Qc (dimensionless): -0.9433 1.4136 -0.3259 0.0000
Seam minimum energy (eV): 4.1550
Diabatic minima 1, 2 (eV): 3.8958 4.1383
Climb from minimum 1 (eV): 0.2592
Climb from minimum 2: 0.0167 eV = 135 cm^-1
Upper slopes along +g, -g, h (eV): 0.0553 0.2177 0.2000
Cone type: peaked
Upper-surface global minimum (eV): 4.1550
State sign after loop, enclosing / not enclosing: -1 / +1
Branching lengths |g|, |h| (eV): 0.1365 0.2000
Unit g in Q1 Q2 Q3 Qc: 0.8060 -0.5496 -0.2198 0.0000
Unit h in Q1 Q2 Q3 Qc: 0.0000 0.0000 0.0000 1.0000
Unit g, mass-weighted components: 0.7360 -0.6146 -0.2839 0.0000
Same direction expressed in Q: 0.6532 -0.6681 -0.3563 0.0000
Angle between the two g directions in Q (degrees): 13.59
ALL CHECKS PASSED
```
